# Backward equation for deposited-damage depth, with recoil transport

**Q.** An equation for the range of an implanted ion exists already. Damage is made along the same track, so why should its depth distribution need another equation?

**A.** Because they count different things. The range density asks where one labelled particle stops. The damage density asks where energy is left in atomic motion, and a struck atom can carry part of that energy elsewhere.

Let the target be infinite, random and uniform, with atomic density $N$. An ion, species 1, starts at $x=0$ with energy $E$ and direction cosine $\eta$ to the depth axis. Define $F_1(x,E,\eta)\,dx$ as the mean energy finally left in atomic motion between $x$ and $x+dx$. Energy given to electrons is excluded. For a target atom, species 2, set moving under the same conditions, the function is $F_2$. This "damage energy" is not yet a number of defects: that needs a further model of displacement and recombination.

**Q.** How do you get an equation without following the whole cascade?

**A.** By looking at the first path element $\delta R$ alone. Let $d\sigma_1(E,T)$ be the elastic cross-section for energy transfer $T$, averaged over azimuth, and $S_1(E)$ the electronic stopping cross-section, treated as a continuous loss without deflection. For the moment, cut off very small transfers, so that $\sigma_1=\int d\sigma_1$ is finite.

With probability $1-N\delta R\,\sigma_1$ nothing is hit. The ion then starts afresh at depth $\eta\,\delta R$ with energy $E-NS_1\delta R$. The point $x$ lies at $x-\eta\,\delta R$ relative to this new start, so the contribution is $F_1(x-\eta\delta R,\,E-NS_1\delta R,\,\eta)$.

With probability $N\delta R\,d\sigma_1$ there is a collision. Two atoms now move: the ion with $E-T$ and direction cosine $\eta'$, and the recoil with $T$ and $\eta''$. Their later deposits add:

$$F_1(x,E,\eta)=(1-N\delta R\,\sigma_1)F_1(x-\eta\delta R,E-NS_1\delta R,\eta)+N\delta R\!\int\! d\sigma_1\,[F_1(x,E-T,\eta')+F_2(x,T,\eta'')].$$

To first order,
$$F_1(x-\eta\delta R,E-NS_1\delta R,\eta)=F_1-\eta\,\delta R\,\partial_xF_1-NS_1\delta R\,\partial_EF_1 .$$
Shifts of the arguments inside the collision term would be of order $\delta R^2$. Cancel $F_1$ on both sides, divide by $\delta R$ and move the derivatives to the left:

$$\eta\frac{\partial F_1}{\partial x}+NS_1\frac{\partial F_1}{\partial E}=N\!\int\! d\sigma_1\,[F_1(x,E-T,\eta')+F_2(x,T,\eta'')-F_1(x,E,\eta)].\tag{1}$$

It is called backward because it varies the initial state while the place of deposition is held fixed. The derivative in $x$ stands for a derivative in starting depth, with reversed sign. That exchange needs a uniform medium. In a layered target the starting depth must be kept as a separate variable.

**Q.** The ion and the recoil leave the same collision, so their directions and energies are correlated. You have simply added them.

**A.** $F_1$ is a mean, and the mean of a sum is the sum of the means even for correlated quantities. Correlation would enter an equation for fluctuations between cascades. What the addition does need is that the two subcascades do not disturb each other: moving atoms must strike atoms at rest. This is the linear-cascade assumption.

**Q.** Now you have one equation and two unknown functions.

**A.** A moving target atom obeys the same balance, with species 2 as projectile:

$$\eta\frac{\partial F_2}{\partial x}+NS_2\frac{\partial F_2}{\partial E}=N\!\int\! d\sigma_2\,[F_2(x,E-T,\eta')+F_2(x,T,\eta'')-F_2(x,E,\eta)].\tag{2}$$

Equation (2) is closed. Its solution is then a known source in (1). To end the cascade, choose a small energy $E_c$ below which an atom stops where it is:

$$F_j(x,E,\eta)=E\,\delta(x),\qquad E<E_c .\tag{3}$$

For a compound, the collision integral becomes a sum over target species. Here no energy is spent in freeing an atom from its site; with a binding loss $U$ the recoil would start with $T-U$.

**Q.** And the range equation?

**A.** Apply the same count to the stopping place of the implanted ion, with density $R_1$. After the collision only the ion still carries the label, so

$$\eta\frac{\partial R_1}{\partial x}+NS_1\frac{\partial R_1}{\partial E}=N\!\int\! d\sigma_1\,[R_1(x,E-T,\eta')-R_1(x,E,\eta)],\tag{4}$$

with $R_1=\delta(x)$ for $E<E_c$. This holds for self-implantation too, if the first atom is labelled. The differences from (1) are the recoil term and the terminal value.

**Q.** You cut off small transfers to make $\sigma_1$ finite. Does the answer survive when the cut is removed?

**A.** Yes, if the gain and loss terms stay together. We need the scattering angles. Write $\mu=M_2/M_1$, $s=T/E$ and $\gamma=4M_1M_2/(M_1+M_2)^2$, the largest fraction of $E$ that can be transferred. The momenta are $p=\sqrt{2M_1E}$, $p'=\sqrt{2M_1(E-T)}$ for the scattered ion and $q=\sqrt{2M_2T}$ for the recoil. Momentum conservation makes them a triangle. From $q^2=p^2+p'^2-2pp'\cos\phi_1$,

$$2M_2T=2M_1(2E-T)-4M_1\sqrt{E(E-T)}\cos\phi_1 ,$$
$$\cos\phi_1=\frac{1-(1+\mu)s/2}{\sqrt{1-s}}.\tag{5}$$

From $p'^2=p^2+q^2-2pq\cos\phi_2$,

$$-2M_1T=2M_2T-4\sqrt{M_1M_2ET}\cos\phi_2,\qquad \cos\phi_2=\frac{M_1+M_2}{2\sqrt{M_1M_2}}\sqrt{s}=\sqrt{s/\gamma}.\tag{6}$$

For small $s$, (5) gives $\cos\phi_1\simeq1-\mu s/2$. After averaging over azimuth, the change of $F_1$ by deflection is therefore of order $T$, as is its change by energy loss. The recoil deposits an energy of order $T$. The whole bracket in (1) is of order $T$. If $d\sigma_1\propto T^{-1-m}dT$ at small $T$, the integrand goes as $T^{-m}$ and converges for $m<1$, although $\sigma_1$ diverges for $m\ge0$.

**Q.** I suspect double counting. The ion loses $T$, and then you add $T$ again through the recoil.

**A.** Integrate (1) over depth. The $x$ derivative vanishes because $F_1$ vanishes far away. With $\nu_j(E)=\int F_j\,dx$,

$$NS_1\frac{d\nu_1}{dE}=N\!\int\! d\sigma_1\,[\nu_1(E-T)+\nu_2(T)-\nu_1(E)].\tag{7}$$

If $S_1=S_2=0$, try $\nu_j=E$. The bracket is $(E-T)+T-E=0$, so energy is counted once. Without the recoil term the bracket would be $-T$, and the balance would fail.

With electronic loss, set $\nu_j=E-\Delta_j$. The left side of (7) is $NS_1(1-\Delta_1')$, and the terms linear in $E$ cancel on the right:

$$NS_1\Delta_1'+N\!\int\! d\sigma_1\,[\Delta_1(E)-\Delta_1(E-T)-\Delta_2(T)]=NS_1 .$$

$\Delta_1$ is the energy lost to electrons by the whole cascade, and its source is $NS_1$. For the range, the integral over depth is 1 instead.

**Q.** An integro-differential equation in depth, energy and angle is still hard to use. What can be calculated from it?

**A.** Depth moments. Let $F^n=\int x^nF\,dx$. Integration by parts gives $\int x^n\partial_xF\,dx=-nF^{n-1}$. Expand in Legendre polynomials, $F^n(E,\eta)=\sum_l(2l+1)F^n_l(E)P_l(\eta)$. Two identities are needed. Averaged over azimuth, $P_l(\eta')$ becomes $P_l(\eta)P_l(\cos\phi_1)$, and likewise for the recoil. Also $(2l+1)\eta P_l=(l+1)P_{l+1}+lP_{l-1}$, so the coefficient of $P_l$ in $\eta F^{n-1}$ is $lF^{n-1}_{l-1}+(l+1)F^{n-1}_{l+1}$.

Insert these in (1), divide by $2l+1$ and change the overall sign:

$$\frac{n[lF^{n-1}_{1,l-1}+(l+1)F^{n-1}_{1,l+1}]}{2l+1}=NS_1\frac{dF^n_{1,l}}{dE}+N\!\int\! d\sigma_1\,[F^n_{1,l}(E)-P_l(\cos\phi_1)F^n_{1,l}(E-T)-P_l(\cos\phi_2)F^n_{2,l}(T)].\tag{8}$$

The left side comes from the previous moment. The right side involves energies up to $E$, so one solves upward from $E_c$. The chain starts with $F^0_{1,0}=\nu_1$; the other $F^0_{1,l}$ vanish, having neither source nor terminal value. At normal incidence, $P_l(1)=1$ and

$$\langle x\rangle_D=\frac{3F^1_{1,1}}{\nu_1},\qquad \langle x^2\rangle_D=\frac{F^2_{1,0}+5F^2_{1,2}}{\nu_1}.$$

The range moments follow by deleting the last term of (8) and setting the norm to 1.

**Q.** Show me one case that can be finished by hand.

**A.** Take equal masses, no electronic loss, $E_c\to0$ and $d\sigma=CE^{-m}T^{-1-m}dT$ with $0<m<1$. Then $\cos\phi_1=\sqrt{1-s}$, $\cos\phi_2=\sqrt s$ and $\nu=E$. With $T=sE$, $d\sigma=CE^{-2m}s^{-1-m}ds$. Try $F^1_1=aE^{1+2m}/(NC)$. For $n=l=1$ the left side of (8) is $E/3$, so

$$\frac13=a\,I_D,\qquad I_D=\int_0^1\! s^{-1-m}[1-(1-s)^p-s^p]\,ds,\qquad p=\tfrac32+2m .$$

The exponent is $1+2m$ from the energy plus $\tfrac12$ from the cosine. For the range, the trial form is $F^1_1\propto E^{2m}$, the exponent is $p-1$ and the recoil term is absent. Hence

$$\langle x\rangle_D=\frac{E^{2m}}{NC\,I_D},\quad \langle x\rangle_R=\frac{E^{2m}}{NC\,I_R},\quad I_R=J(p-1),\quad I_D=J(p)-\frac1{p-m}.\tag{9}$$

Here the subtracted term is $\int_0^1s^{p-1-m}ds$, and integration by parts gives

$$J(p)=\int_0^1\! s^{-1-m}[1-(1-s)^p]ds=-\frac1m+\frac pm\,B(1-m,p),$$

with $B$ the beta function. The boundary term at $s=0$ vanishes because $s^{-m}\cdot ps\to0$.

**Q.** Recoils are thrown forward. Could that put the damage deeper than the ions?

**A.** Not on average in this case. Subtract the two integrals:

$$I_D-I_R=\int_0^1 s^{-m}\,[(1-s)^{p-1}-s^{p-1}]\,ds .$$

The bracket is positive for $s<\tfrac12$ and changes sign under $s\to1-s$. The factor $s^{-m}$ gives more weight to the positive half, so $I_D>I_R$ and $\langle x\rangle_D<\langle x\rangle_R$.

For $m=\tfrac12$, $B(\tfrac12,\tfrac32)=\pi/2$ and $B(\tfrac12,\tfrac52)=3\pi/8$. Thus $I_R=3\pi/2-2$ and $I_D=15\pi/8-2-\tfrac12$, and

$$\frac{\langle x\rangle_D}{\langle x\rangle_R}=\frac{12\pi-16}{15\pi-20}=\frac45 .$$

For $m=\tfrac13$ the ratio is 0.846. These are results for equal masses and this cross-section, not a general ordering theorem.

**Q.** You could keep the recoil's energy but drop it where it was born. Would that not be good enough?

**A.** That replaces $F_2(x,T,\eta'')$ by $\nu_2(T)\delta(x)$. Equation (7) is unchanged, so the total damage energy is right, but the last term of (8) disappears for $n\ge1$. In (9), $I_D$ becomes $J(p)$, which is larger, and the damage is too shallow. At $m=\tfrac12$ the ratio falls from $0.80$ to $(12\pi-16)/(15\pi-16)=0.70$; at $m=\tfrac13$, from 0.846 to 0.663. The recoil term thus does two jobs: it conserves energy and it transports energy.

**Q.** Equal masses and a power law are convenient. What about a real implant?

**A.** Take 50 keV arsenic entering silicon at normal incidence, in the regime of source and drain implants. The masses are 74.92 and 28.09 u, so $\gamma=0.793$, and $N=49.97$ nm$^{-3}$. The elastic cross-section is

$$d\sigma=\frac{\pi a^2}{2}\frac{f(t^{1/2})}{t^{3/2}}dt,\quad t=\frac{\varepsilon^2T}{\gamma E},\quad f(t^{1/2})=\lambda t^{1/2-m}[1+(2\lambda t^{1-m})^q]^{-1/q},$$

with Thomas–Fermi constants $\lambda=1.309$, $m=\tfrac13$, $q=\tfrac23$. The reduced energy and screening length are

$$\varepsilon=\frac{aM_2E}{(M_1+M_2)Z_1Z_2e^2},\qquad a=\frac{0.8853\,a_0}{(Z_1^{2/3}+Z_2^{2/3})^{1/2}},$$

where $e^2$ includes $1/4\pi\epsilon_0$ and $a_0$ is the Bohr radius. Electronic stopping is Lindhard's,

$$S_1=\frac{8\pi e^2a_0Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\frac{v}{v_0},$$

with $v$ the ion speed and $v_0$ the Bohr velocity. At the start $\varepsilon=0.239$ and $NS_1=201$ eV/nm. Particles stop at $E_c=20$ eV, and transfers below 2 eV are omitted.

Solving (8), first for silicon recoils and then for arsenic, gives:

| Distribution | Mean (nm) | Straggling (nm) | Skewness |
|---|---:|---:|---:|
| Damage | 23.8 | 14.1 | 0.68 |
| Range | 32.1 | 12.0 | 0.44 |
| Damage, local recoils | 18.1 | 12.4 | 0.74 |

Straggling means the standard deviation in depth. The damage energy is 36.0 keV, so $50-36=14$ keV goes to electrons. The mean damage depth is $23.79/32.10=0.74$ of the mean range. Recoil transport moves it deeper by $23.79-18.05=5.74$ nm, about a quarter of its value.

**Q.** The same equation produced all three rows. What shows that it describes a cascade?

**A.** A forward simulation of 1000 complete cascades was used as a test. It follows every moving atom collision by collision and finds the angles from centre-of-mass velocities, with the same cross-sections and cutoffs. It gives a damage energy of $35.91\pm0.04$ keV, a mean damage depth of $23.96\pm0.23$ nm and a mean range of $32.28\pm0.38$ nm; the uncertainties are one standard error. The two depths agree with (8) within one standard error. The energies differ by 0.2 per cent, within the one per cent allowed for the energy grid. The local-recoil mean misses the simulated one by $23.96-18.05=5.91$ nm, some 26 standard errors.

This tests the transport equation and its solution. It does not test the cross-sections, which both calculations share.

**Q.** How uncertain are those, then?

**A.** More than the transport calculation. With Lenz–Jensen constants, $\lambda=2.92$, $m=0.191$, $q=0.512$, and everything else held fixed, the mean damage depth rises to 29.5 nm and the range to 43.9 nm, increases of 24 and 37 per cent. The damage energy drops to between 27 and 28 keV. Differences of a few tenths of a nanometre in the table therefore have no predictive value for a wafer.

The other changes are smaller. Raising electronic stopping by 20 per cent for ions and recoils gives 23.2 nm, 31.6 nm and 34.0 keV. Including transfers down to 0.02 eV changes either mean depth by less than 0.2 nm and raises the damage energy to 36.5 keV. That is a test of sensitivity and not a better model: the radius $\sqrt{\sigma/\pi}$ of the total cross-section is then 0.3 nm for the 50 keV ion and about 0.6 nm for a 100 eV recoil, more than the nearest-neighbour distance of 0.235 nm. Even with the 2 eV cut, a 100 eV recoil has a mean free path of only 0.12 nm, so separate binary collisions are a strained picture at the end of the cascade. Stopping particles at 100 eV also leaves the depths nearly unchanged but gives 37.6 keV: by (3), nothing below the cutoff is lost to electrons.

**Q.** A wafer has a surface and is a crystal. Your target has neither.

**A.** In the infinite medium, 0.52 per cent of the damage energy lies at $x<0$, and none of the 1000 ions stops there. The missing surface is a small matter for these depth moments, though not for sputtering, which consists of the atoms that leave.

The crystal matters more. Lindhard's low-energy estimate of the critical angle for channelling along a row of spacing $d$ is

$$\psi=\left[\frac{\sqrt3\,a}{\sqrt2\,d}\left(\frac{2Z_1Z_2e^2}{Ed}\right)^{1/2}\right]^{1/2}.$$

For the $\langle110\rangle$ rows, with $d=0.543/\sqrt2$ nm, it is $5.7^\circ$. Since $\psi\propto d^{-3/4}$, the $\langle001\rangle$ rows, with $d=0.543$ nm, give $5.7^\circ\times2^{-3/8}=4.4^\circ$. A beam normal to a (001) wafer is inside that angle, so the random-medium result does not apply to it while the lattice is intact. It suits a pre-amorphized layer better. Implants are often tilted by roughly $7^\circ$ to reduce channelling, but ions can still scatter into channels. This calculation gives the angle and not the size of the resulting deep tail.

As a rough guide, ranges of some tens of nanometres are typical of this implant. The calculated depths have the right scale, with the uncertainty set by the screening function and the crystal.

**Q.** What does the damage profile mean for a dose?

**A.** The simulated profile has a broad maximum around 20 nm. It averages 963 eV/nm per ion between 10 and 20 nm and 922 eV/nm between 20 and 30 nm, too small a difference to place the peak in either bin. A dose of $10^{14}$ cm$^{-2}$ is 1 nm$^{-2}$, so with the first value the accumulated damage energy is

$$\frac{963\ \text{eV/nm}\times1\ \text{nm}^{-2}}{49.97\ \text{nm}^{-3}}=19\ \text{eV per atom}.$$

Heavy-ion doses of roughly this order are those at which silicon near room temperature begins to turn amorphous. The model does not predict that threshold. It depends on how much damage survives, hence on temperature and dose rate, and the 19 eV is a sum over all ions, not energy stored at one time.

**Q.** Then is the profile a picture of one cascade?

**A.** No. It is an average over many. The root-mean-square depth spread inside a single simulated cascade is 12.2 nm, against 14.1 nm for the average profile. Since variances add, and the damage energy varies little from cascade to cascade, the cascade centres scatter by about $\sqrt{14.15^2-12.17^2}=7.2$ nm.

This spread also gives a first look at the linear-cascade assumption. Suppose the energy filled a uniform sphere with the same depth spread. Its radius would be $\sqrt5\times12.17=27.2$ nm, because the variance along one axis of a sphere of radius $r$ is $r^2/5$. The density would then be 0.0085 eV per atom. That is low, but it is an underestimate. The lateral spread was assumed equal to the depth spread, whereas the cascades in this example are, on average, narrower across the beam direction than along it, so their energy fills a smaller volume. Local clusters of recoils can be much denser still. Where many neighbouring atoms move at once, a moving atom no longer meets atoms at rest. The addition of independent subcascades in (1) then fails, however well its moments are solved.

## Numbers as computed

```
POWER LAW, Si in Si, 50 keV, m = 1/3, no electronic loss
mean range: closed 35.09, grid 35.08 nm
mean damage depth: closed 29.69, grid 29.72 nm
same, local recoils: closed 23.27, grid 23.29 nm
damage/range depth ratio: full 0.8462, local recoils 0.6633
EXAMPLE, As in Si, normal incidence
ion energy 50 keV; masses 74.92, 28.09 u
lattice parameter 0.543 nm; atomic density 49.97 nm^-3
stopping cutoff 20 eV; smallest transfer 2 eV
screening length As-Si 0.01168 nm, Si-Si 0.01374 nm
reduced energy 0.2393; gamma 0.7933
initial electronic stopping 201.1 eV/nm
damage energy: equation 35.99 keV; simulation 35.91 +- 0.04 keV
damage: mean 23.79 nm, straggling 14.09 nm, skewness 0.682
range: mean 32.10 nm, straggling 12.03 nm, skewness 0.443
damage, local recoils: mean 18.05 nm, straggling 12.41 nm, skewness 0.741
damage/range mean depth ratio 0.7412
shift of mean damage depth by recoil transport 5.74 nm
simulated cascades 1000
simulated damage: mean 23.96 +- 0.23 nm, straggling 14.15 nm
simulated range: mean 32.28 +- 0.38 nm, straggling 11.92 nm
simulated damage profile, averages over 10 nm bins:
   -10 to   0 nm:    18.2 eV/nm
     0 to  10 nm:   581.4 eV/nm
    10 to  20 nm:   963.0 eV/nm
    20 to  30 nm:   922.2 eV/nm
    30 to  40 nm:   622.9 eV/nm
    40 to  50 nm:   312.2 eV/nm
    50 to  60 nm:   117.5 eV/nm
    60 to  70 nm:    40.7 eV/nm
    70 to  80 nm:     8.2 eV/nm
    80 to  90 nm:     2.4 eV/nm
highest bin at dose 1e14 cm^-2: 19.27 eV/atom
NEGLECTED OR UNCERTAIN EFFECTS
damage energy placed at x<0: 0.52 %
ions stopped at x<0: 0.0 %
smallest transfer 0.02 eV: damage 23.68 nm, range 31.95 nm, energy 36.54 keV
stopping cutoff 100 eV: damage 23.76 nm, range 31.96 nm, energy 37.56 keV
Lenz-Jensen screening: damage 29.46 nm, range 43.86 nm, energy 27.56 keV
electronic stopping x 1.2: damage 23.22 nm, range 31.60 nm, energy 33.95 keV
channelling critical angle, <110> rows: 5.7 degrees
rms depth spread inside one cascade 12.17 nm
energy density in equal-spread sphere 0.0085 eV/atom
```
